# Why Crystallization Speed Peaks at Finite Undercooling

## Question

A melt crystallizes only below its melting temperature \(T_m\), and the thermodynamic drive towards the crystal grows as the melt is cooled further. Why does the growth speed nevertheless pass through a maximum when the atomic jumps at the interface are thermally activated, and at what temperature does the maximum lie?

## The mechanism: two opposing streams of jumps

Consider a flat interface between a crystal and its own melt at fixed pressure. The interface is atomically rough, so that an atom can attach almost anywhere and no new layer has to be nucleated. The temperature \(T\) is that of the interface itself, and the atoms there are taken to be in local thermal equilibrium.

Atoms cross the interface in both directions. An atom joining the crystal must pass an activation barrier \(Q\), so each site gains atoms at the rate

\[
k_+=\nu\,e^{-Q/k_BT},
\]

where \(\nu\) is an attempt frequency. Atoms also return to the melt, at a rate \(k_-\). If each completed layer advances the interface by \(d\), the speed is the difference of the two streams,

\[
v=d\,(k_+-k_-).
\]

The return rate is tied to the forward rate. Let \(\Delta\mu=\mu_{\rm liquid}-\mu_{\rm crystal}\), which is positive below \(T_m\). Moving one atom into the crystal lowers the free energy by \(\Delta\mu\), so the state with one more crystal atom has a statistical weight larger by \(e^{\Delta\mu/k_BT}\). Detailed balance requires the weight of the first state times \(k_+\) to equal the weight of the second times \(k_-\). Hence

\[
\frac{k_-}{k_+}=e^{-\Delta\mu/k_BT},
\]

and, with \(v_0=d\nu\),

\[
v=v_0\,e^{-Q/k_BT}\left[1-e^{-\Delta\mu/k_BT}\right].
\tag{1}
\]

The exponential in front is the mobility factor and the bracket is the driving factor. The bracket is the net fraction of forward jumps that are not undone.

This structure can be checked on a model in which no jump rates are assumed: diffusion over a periodic free-energy landscape with barriers of \(16\,k_BT\), tilted by \(\Delta\mu\) per period. For \(\Delta\mu/k_BT=0.1\), \(0.7\) and \(2.0\), the stationary current divided by the forward escape rate is 0.0921, 0.4873 and 0.8368 on a grid of 200 points per period; a finer grid lowers these values by about 0.1%. The bracket gives 0.0952, 0.5034 and 0.8647. The current is about 3% lower in each case. The escape rate used here is the leading term for high barriers, and a correction of a few per cent is the size expected at \(16\,k_BT\). The landscape supports only the product of forward rate and bracket. Its forward barrier falls by about \(\Delta\mu/2\) with the tilt, whereas \(Q\) is taken below to be independent of \(\Delta\mu\).

To see what cooling does, \(\Delta\mu\) is needed as a function of temperature. Let \(L\) be the latent heat per atom. If liquid and crystal have equal heat capacities, the enthalpy difference stays at \(L\) and the entropy difference stays at \(L/T_m\), the value that makes \(\Delta\mu\) vanish at \(T_m\). Therefore

\[
\Delta\mu=L-T\frac{L}{T_m}=L\left(1-\frac{T}{T_m}\right).
\tag{2}
\]

The return rate becomes

\[
k_-=k_+e^{-\Delta\mu/k_BT}
=\nu\,e^{L/k_BT_m}\,e^{-(Q+L)/k_BT}.
\]

A returning atom thus faces the higher barrier \(Q+L\), because it must also regain the latent heat. Its prefactor is larger by \(e^{L/k_BT_m}\), which expresses the greater entropy of the liquid. At \(T_m\) the two effects cancel and the streams are equal.

Cooling slows both streams, but it slows the return stream faster because that stream has the higher barrier. Just below \(T_m\) the streams nearly cancel, so a small imbalance is a large relative gain and the net speed rises. Far below \(T_m\) few atoms return. There is then little left to gain from suppressing them, while the forward stream keeps shrinking. The speed falls, although the drive per atom is still increasing.

## The formula: locating the maximum

The natural variable is the inverse thermal energy measured from the melting point,

\[
x=\frac{1}{k_BT}-\frac{1}{k_BT_m}.
\]

It is zero at \(T_m\) and increases on cooling. Dividing (2) by \(k_BT\) gives

\[
\frac{\Delta\mu}{k_BT}=L\left(\frac{1}{k_BT}-\frac{1}{k_BT_m}\right)=Lx .
\]

With \(A=v_0e^{-Q/k_BT_m}\), equation (1) becomes

\[
v=A\,e^{-Qx}\left(1-e^{-Lx}\right)
=A\left[e^{-Qx}-e^{-(Q+L)x}\right].
\tag{3}
\]

Take \(v_0\), \(Q\) and \(L\) as positive constants. For \(x>0\) the logarithmic derivative is

\[
\frac{d\ln v}{dx}=-Q+\frac{Le^{-Lx}}{1-e^{-Lx}}
=-Q+\frac{L}{e^{Lx}-1}.
\tag{4}
\]

The first term is the loss of mobility, which has a constant rate in \(x\). The second is the gain in driving factor. It falls steadily from infinity at \(x=0^+\) to zero as \(x\to\infty\), so it equals \(Q\) at one point. The derivative is positive before that point and negative after it, and the speed has a single maximum. There

\[
e^{Lx_*}-1=\frac{L}{Q}
\quad\Longrightarrow\quad
x_*=\frac1L\ln\left(1+\frac LQ\right).
\]

Restoring the temperature gives

\[
\boxed{\frac1{T_*}=\frac1{T_m}+\frac{k_B}{L}\ln\left(1+\frac LQ\right)}
\tag{5}
\]

Since \(e^{-Lx_*}=Q/(Q+L)\), the driving factor at the maximum is

\[
1-e^{-Lx_*}=\frac{L}{Q+L}.
\]

The mobility factor contributes \(e^{-Qx_*}=[Q/(Q+L)]^{Q/L}\), so the greatest speed is

\[
v_*=v_0e^{-Q/k_BT_m}\left(\frac{Q}{Q+L}\right)^{Q/L}\frac{L}{Q+L}.
\tag{6}
\]

### How broad the maximum is

Differentiating (4) once more gives

\[
\frac{d^2\ln v}{dx^2}=-\frac{L^2e^{Lx}}{(e^{Lx}-1)^2}.
\]

At the maximum \(e^{Lx_*}=(Q+L)/Q\) and \(e^{Lx_*}-1=L/Q\), so

\[
\left.\frac{d^2\ln v}{dx^2}\right|_{x_*}
=-L^2\,\frac{Q+L}{Q}\,\frac{Q^2}{L^2}=-Q(Q+L).
\]

Close to the maximum, \(v/v_*\approx1-\tfrac12Q(Q+L)(x-x_*)^2\). Because \(|dx|=|dT|/(k_BT^2)\), a relative loss \(\epsilon\) is reached at a temperature distance

\[
|\delta T|\approx k_BT_*^2\sqrt{\frac{2\epsilon}{Q(Q+L)}} .
\tag{7}
\]

### Limiting cases

If \(Q\gg L\), then \(\ln(1+L/Q)\approx L/Q\) and \(x_*\approx1/Q\). The same position follows for any \(Q\) if the driving factor is replaced by its linear form \(Lx\), since \(\ln x-Qx\) is stationary at \(x=1/Q\). The linear form ignores the saturation of the driving factor at one. As \(\ln(1+z)<z\) for \(z>0\), it places the maximum at too large an undercooling.

If \(Q\to0\), then \(x_*\approx L^{-1}\ln(L/Q)\) grows without limit and \(T_*\) goes to zero. At \(Q=0\), equation (3) is \(v=v_0(1-e^{-Lx})\), which rises all the way down in temperature. With constant \(v_0\) and \(L\), a positive \(Q\) is therefore necessary for the maximum as well as sufficient. Here \(Q\) is the effective activation energy of \(k_+\). If a barrier \(B\) is lowered by \(\Delta\mu/2\), then \(k_+\propto e^{-B/k_BT+Lx/2}\) and \(Q=B-L/2\), so there is no maximum for \(B\le L/2\).

Above \(T_m\), \(x\) is negative and \(v<0\) describes melting. From (3),

\[
\frac{dv}{dx}=A e^{-Qx}\left[-Q+(Q+L)e^{-Lx}\right].
\]

For \(x<0\) the exponential \(e^{-Lx}\) exceeds one, so the bracket exceeds \(L\). Heating therefore makes \(v\) more negative throughout. Mobility and drive now increase together, and melting has no corresponding maximum.

### When the prefactor or the latent heat varies

Write \(\beta=1/k_BT\), \(g=\beta\Delta\mu\), and let \(\Delta h(T)\) and \(\Delta s(T)\) be the enthalpy and entropy differences, liquid minus crystal. Then \(g=\beta\Delta h-\Delta s/k_B\), and

\[
\frac{dg}{d\beta}=\Delta h+\beta\frac{d\Delta h}{d\beta}-\frac1{k_B}\frac{d\Delta s}{d\beta}=\Delta h .
\]

The last two terms cancel because \(d\Delta h=T\,d\Delta s\) at constant pressure. If the prefactor also varies as \(T^m\), its logarithm contributes \(-m/\beta=-mk_BT\) to the derivative. The condition for a stationary speed is then

\[
\frac{\Delta h}{e^g-1}=Q+mk_BT,
\]

or equivalently

\[
1-e^{-\Delta\mu/k_BT}=\frac{\Delta h}{\Delta h+Q+mk_BT},
\tag{8}
\]

with all quantities taken at the maximum. A peak can therefore occur without activation. With \(Q=0\) and the parameters of the example below, a prefactor proportional to \(\sqrt T\) gives a maximum at 967 K. With \(Q=0\) and a constant prefactor, (8) requires \(\Delta h=0\). For a liquid heat capacity larger by an exaggerated \(8k_B\) per atom this happens formally at 965 K. That case is not physical: \(\Delta h=0\) with \(\Delta\mu>0\) means \(\Delta s<0\), and here the extrapolated liquid already has less entropy than the crystal below 1100 K. An observed peak alone does not prove that the mobility is activated.

## The number: a silicon-like melt after a laser pulse

Take \(T_m=1690\) K, \(L=0.5\) eV, \(d=0.14\) nm and \(\nu=15\) THz, which are rough typical values for silicon. The barrier \(Q=0.5\) eV is an effective parameter chosen for the example. The speed prefactor is

\[
v_0=(0.14\ \text{nm})(15\ \text{THz})=2100\ \text{m/s}.
\]

With \(k_BT_m=0.1456\) eV and \(L/Q=1\), equation (5) gives

\[
\frac{T_*}{T_m}=\frac{1}{1+(0.1456/0.5)\ln2}=0.832,
\qquad T_*\approx1406\ \text{K}.
\]

The undercooling is about 284 K. Direct numerical maximization of (1) gives the same temperature. For the speed, \(e^{-Q/k_BT_m}=0.03228\), and the last two factors of (6) are each one half:

\[
v_*=2100\times0.03228\times\tfrac12\times\tfrac12\ \text{m/s}\approx17\ \text{m/s}.
\]

The two factors compete as follows.

| \(T\) (K) | Mobility | Drive | \(v\) (m/s) |
|---:|---:|---:|---:|
| 1650 | 0.0297 | 0.080 | 5.0 |
| 1550 | 0.0237 | 0.267 | 13.3 |
| 1406 | 0.0161 | 0.500 | 16.9 |
| 1200 | 0.0079 | 0.754 | 12.6 |
| 1000 | 0.0030 | 0.906 | 5.7 |

Between 1406 K and 1000 K the driving factor rises by a factor of 1.8, but the mobility falls by more than five. The balance can also be read per kelvin of cooling, by dividing the two terms of (4) by \(k_BT^2\). At 1600 K the drive gains 1.06% and the mobility loses 0.23%. At 1406 K both changes are 0.29%. At 1200 K the gain is 0.13% and the loss 0.40%.

The maximum is broad. Equation (7) with \(\epsilon=0.05\) gives a half-width of 76 K, and the full law stays within 5% of the maximum from 1325 to 1478 K. The linearized drive would put the peak at 1309 K, an undercooling of 381 K instead of 284 K.

## How far this describes real silicon

Crystallization at roughly ten metres per second is a realistic scale for silicon after pulsed laser melting, but the model does not predict that scale independently, because \(Q\) was chosen. With everything else fixed, \(Q=0.3\) eV gives a peak of 93 m/s at 1314 K, and \(Q=0.7\) eV gives 3.4 m/s at 1461 K. The speed is far more sensitive to the barrier than the peak temperature is. A prefactor proportional to \(T\), normalized to \(v_0\) at \(T_m\), moves the peak to 1443 K. A heat-capacity difference of \(\pm0.5k_B\) per atom moves it by only about 1 K. A faceted crystal face violates the assumption of a rough interface and needs a different growth law; that effect is not sized here.

The released heat must also be removed. For a rough atomic density of \(5\times10^{28}\ \text{m}^{-3}\), the latent heat flux at the peak speed is \(6.8\times10^{10}\ \text{W/m}^2\). If it all flows into hot crystal with a conductivity of roughly 25 W/(m K), the gradient is 2.7 K/nm. Across an interface one nanometre thick this is small compared with the width of the peak. Over 100 nm a constant gradient of this size would amount to about 270 K, so the temperature in (1) cannot be replaced by that of the distant substrate.

Amorphous solidification is a more basic limit. Taking a rough melting temperature of 1450 K and a latent heat of 0.35 eV per atom for amorphous silicon, the calculated peak for \(Q=0.5\) eV lies below the point at which the melt can also lower its free energy by becoming amorphous. This order depends on the barrier: for \(Q=0.7\) eV the peak, at 1461 K, lies slightly above that point. It depends equally on the rough amorphous melting temperature: were that 1480 K, this peak would again lie below it. At 1406 K the drive \(\Delta\mu/k_BT\) is 0.087 towards the amorphous solid and 0.693 towards the crystal. The larger crystal drive does not by itself decide which solid forms, since the kinetics of the two processes differ. At 1450 K the crystal speed has already reached 98% of its maximum, so most of the rise could be seen before this competition begins. The falling branch need not be accessible as crystal growth.

New crystals might also nucleate inside the melt. A spherical nucleus of radius \(r\) costs \(4\pi r^2\gamma-\tfrac43\pi r^3n\Delta\mu\), where \(\gamma\) is the interface tension and \(n\) the atomic density. This is greatest at \(r=2\gamma/(n\Delta\mu)\), where it equals

\[
W=\frac{16\pi\gamma^3}{3(n\Delta\mu)^2}.
\]

At the peak \(\Delta\mu=0.084\) eV. For \(\gamma=0.35\ \text{J/m}^2\) the barrier is \(82\,k_BT\), and for \(0.30\ \text{J/m}^2\) it is \(51\,k_BT\). With the rate estimated as \(n\nu e^{-(Q+W)/k_BT}\) per unit volume, a melt 100 nm thick and 1 mm² in area, held at 1406 K for 100 ns, would form about \(4\times10^{-16}\) or \(5\times10^{-3}\) nuclei respectively. The holding time is generous, since at the peak speed 100 nm regrows in about 6 ns. Homogeneous nucleation is negligible for these inputs, but the estimate changes by thirteen orders of magnitude between them and reaches one nucleus already at about \(0.29\ \text{J/m}^2\). Nucleation on surfaces or impurities is not included. The numerical output lists the values used here.

## Numbers as computed

```
Tm = 1690 K, L = 0.5 eV, Q = 0.5 eV
layer spacing = 0.14 nm
attempt frequency = 15 THz
prefactor v0 = 2100 m/s
kB Tm = 0.1456 eV
peak temperature, formula = 1406.1 K
peak temperature, numerical = 1406.1 K
undercooling at peak = 283.9 K
T_peak/Tm = 0.832
peak speed = 16.95 m/s
dmu at peak = 0.0840 eV
slope at Tm = 0.138 m/s per K
T (K) | exp(-Q/kBT) | driving factor | v (m/s)
1690 | 0.03228 | 0.0000 | 0.00
1650 | 0.02970 | 0.0799 | 4.98
1550 | 0.02367 | 0.2666 | 13.26
1406 | 0.01614 | 0.5000 | 16.95
1200 | 0.00794 | 0.7539 | 12.58
1000 | 0.00302 | 0.9064 | 5.75
800 | 0.00071 | 0.9781 | 1.45
T (K) | driving gain | mobility loss (% per K cooled)
1600 | 1.064 | 0.227
1406 | 0.293 | 0.293
1200 | 0.132 | 0.403
within 5% of peak: 1325 to 1478 K
5% half-width from curvature = 76 K
peak with linearized drive = 1309 K
landscape test: dmu/kBT | current/escape rate | factor
0.1 | 0.0921 | 0.0952
0.7 | 0.4873 | 0.5034
2.0 | 0.8368 | 0.8647
Q=0, v0 as sqrt(T): peak = 967 K
Q=0, cp difference 8 kB: peak = 965 K
Q = 0.3 eV: peak = 1314 K, v = 92.9 m/s
Q = 0.7 eV: peak = 1461 K, v = 3.4 m/s
prefactor as T: peak = 1443 K
cp difference -0.5 kB: peak = 1405 K
cp difference +0.5 kB: peak = 1407 K
atom density = 5e+28 1/m3, conductivity = 25 W/(m K)
latent heat flux at peak = 6.79e+10 W/m2
gradient to remove it = 2.72 K/nm
amorphous: melting 1450 K, latent heat 0.35 eV
dmu/kBT at peak: amorphous 0.087, crystal 0.693
v at amorphous melting point / peak v = 0.982
nucleation: melt 100 nm x 1 mm2, held 100 ns at peak T
tension 0.30 J/m2: barrier 51 kBT, nuclei 5e-03
tension 0.35 J/m2: barrier 82 kBT, nuclei 4e-16
```
